# Smallest force error of a finite-cutoff model in a tight-binding chain: verification in Python

```python
"""Force-error floor of cutoff models for tight-binding chains (atomic units).
Tests the derived K_m, chi(n), Green function and floor formulas against
diagonalized rings, finite differences, matrix inversion, Monte Carlo locality
tests with nonlinear forces, and a fitted Gaussian-process force model."""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.special import expit, polygamma, k1

EV = 1 / pc["Hartree energy in eV"][0]
ANG = 1e-10 / pc["Bohr radius"][0]
MEVA = 1e-3 * EV / ANG
a, t, sigma = 2.8 * ANG, 2.0 * EV, 0.05 * ANG
q = 2 / a
alpha = q * t
cases = {"metal T=0": (0, 0), "metal T=0.025eV": (0, 0.025 * EV),
         "metal T=0.1eV": (0, 0.1 * EV), "gap 0.2eV": (0.1 * EV, 0),
         "gap 4eV": (2.0 * EV, 0)}
rng = np.random.default_rng(1)

# ---------- definition side: ring diagonalization ----------
def hamiltonian(hop, D):
    N = len(hop); j = np.arange(N)
    H = np.diag(D * (-1.0) ** j)
    H[j, (j + 1) % N] = -hop
    H[(j + 1) % N, j] = -hop
    return H

def solve(hop, D, T):
    e, v = np.linalg.eigh(hamiltonian(hop, D))
    f = expit(-e / T) if T > 0 else (e < 0) * 1.0
    omega = -2 * T * np.logaddexp(0, -e / T).sum() if T > 0 else 2 * e[e < 0].sum()
    return omega, 4 * (v * np.roll(v, -1, axis=0)) @ f

def hops(u):
    return t * np.exp(-q * (np.roll(u, -1) - u))

def forces(u, D, T):
    tb = hops(u) * solve(hops(u), D, T)[1]
    return q * (tb - np.roll(tb, 1))

def ring_K(N, D, T, h=3e-4):  # dF_m/du_0 = dF_0/du_m
    u = np.zeros(N); u[0] = h
    return (forces(u, D, T) - forces(-u, D, T)) / (2 * h)

# ---------- formula side: imaginary-frequency sums ----------
def nodes(D, T):
    if T > 0:
        w = (2 * np.arange(20000) + 1) * np.pi * T
        wt = np.full(w.size, 2 * T)
    else:  # trapezoid rule in log(omega)
        w = t * np.exp(np.arange(-35, 15, 0.05))
        wt = w * 0.05 / np.pi
    return wt, np.arcsinh(np.hypot(w, D) / (2 * t))

MM = 600
K, chi, floor, kap0 = {}, {}, {}, {}
metal_floor = lambda M: np.sqrt(2 * 0.25 * (polygamma(1, M + .5) / 4
    + polygamma(1, M + 1.5) / 4 + 1 / (2 * M + 1))) * 16 * alpha**2 / (np.pi * t)
for c, (D, T) in cases.items():
    wt, ka = nodes(D, T)
    K[c] = np.array([0, 0] + [(-1)**m * 8 * alpha**2 / t**2 * (wt @ np.exp(-2 * m * ka))
                              for m in range(2, MM)])
    chi[c] = np.array([0] + [(-1)**n * 2 / t**2 * (wt @ (np.exp(-2 * n * ka) / np.cosh(ka)**2))
                             for n in range(1, 20)])
    kap0[c] = np.arcsinh(np.hypot(D, np.pi * T) / (2 * t))
    tail = np.sqrt(2 * np.cumsum(K[c][::-1]**2)[::-1])  # tail[m]: sum from m up
    floor[c] = tail[1:]                                  # floor[M] / sigma
floor["metal T=0"] = metal_floor(np.arange(2000.0))
S = lambda c, M: -2 * alpha**2 * (chi[c][M] - chi[c][M + 1])
inv_floor = lambda c, M: np.sqrt(floor[c][M]**2 + S(c, M)**2 / (2 * M + 1))

# 1. force reach of a site-energy model with 2 neighbours per side is 4
coef = rng.normal(size=5)
def site_E(u):
    return sum(np.exp(sum(coef[k + 2] * (u[(i + k) % 20] - u[i]) for k in range(-2, 3)))
               for i in range(20))
def mixed(m, d=0.1):
    e0, em = np.eye(20)[0] * d, np.eye(20)[m] * d
    return site_E(e0 + em) - site_E(e0) - site_E(em) + site_E(0 * e0)
assert abs(mixed(4)) > 1e-6 and abs(mixed(5)) < 1e-12

# 2. Hellmann-Feynman force and symmetric spectrum on a disordered ring
for c in ("metal T=0.1eV", "gap 4eV"):
    D, T = cases[c]; u = rng.normal(size=30) * sigma; du = np.eye(30)[0] * 1e-4
    fd = -(solve(hops(u + du), D, T)[0] - solve(hops(u - du), D, T)[0]) / 2e-4
    assert abs(fd - forces(u, D, T)[0]) < 1e-9
    e = np.linalg.eigvalsh(hamiltonian(hops(u), D))
    assert np.allclose(e, -e[::-1], atol=1e-13)

# 3. Green function against matrix inversion
D = cases["gap 4eV"][0]; w = 0.7 * t
G = np.linalg.inv(1j * w * np.eye(62) - hamiltonian(np.full(62, t), D))
ka = np.arcsinh(np.hypot(w, D) / (2 * t))
for i in (0, 1):
    for d in range(6):
        g = (-(1j * w + D * (-1)**i) * (-1)**(d // 2) / (2 * t * t * np.sinh(2 * ka)) if d % 2 == 0
             else (-1)**(d // 2) / (2 * t * np.cosh(ka))) * np.exp(-ka * d)
        assert abs(G[i, i + d] - g) < 1e-9 * abs(g)

# 4. chi(n) by changing one hopping
for c, N in (("gap 4eV", 62), ("metal T=0.1eV", 202)):
    dh = np.zeros(N); dh[0] = 1e-5
    fd = (solve(t + dh, *cases[c])[1] - solve(t - dh, *cases[c])[1]) / 2e-5
    assert np.allclose(fd[1:8], chi[c][1:8], rtol=1e-4, atol=0)

# 5. K_m, sum rule and S on rings long compared with xi
for c, N, top in (("gap 4eV", 62, 9), ("gap 0.2eV", 602, 40),
                  ("metal T=0.1eV", 202, 25), ("metal T=0.025eV", 802, 40)):
    Kr = ring_K(N, *cases[c])
    assert np.allclose(Kr[2:top], K[c][2:top], rtol=1e-4, atol=0)
    assert abs(Kr.sum()) < 1e-9
    assert abs(Kr[3:N - 2].sum() / S(c, 2) - 1) < 1e-4
# T=0 metal: ring corrections O(m/N), removed by quadratic extrapolation in 1/N
Ns = np.array([202, 402, 802]); m = np.arange(2, 7)
Kx = np.polyfit(100 / Ns, np.array([ring_K(N, 0, 0)[2:7] for N in Ns]), 2)[-1]
Kc = (-1.0)**m * 32 * alpha**2 * m / (np.pi * t * (4 * m**2 - 1))
assert np.allclose(Kx, Kc, rtol=3e-4, atol=0)
assert np.allclose(K["metal T=0"][2:7], Kc, rtol=1e-9, atol=0)

# 6. closed-form metal floor, asymptotic forms and bounds
for M in (1, 2, 8):
    s = float(mp.nsum(lambda x: (2 * x / (4 * x * x - 1))**2, [M + 1, mp.inf]))
    assert abs(np.sqrt(2 * s) * 16 * alpha**2 / (np.pi * t) / metal_floor(M) - 1) < 1e-10
pref = 8 * alpha**2 / (np.pi * t)
assert abs(pref * np.sqrt(2 / 16.5) / metal_floor(16) - 1) < 1e-3
k0 = kap0["gap 4eV"]
lap = lambda m: 4 * alpha**2 / (np.pi * t * t) * np.sqrt(2 * np.pi * t * D * np.cosh(k0) / m) * np.exp(-2 * k0 * m)
cc = 3 / 8 * (t * np.cosh(k0) / D + np.tanh(k0) / 2)
assert abs((K["gap 4eV"][100] / lap(100) - 1) * 100 / cc - 1) < 0.03
Dn, Tc = cases["gap 0.2eV"][0], cases["metal T=0.025eV"][1]
bes = pref * Dn / t * k1(20 * Dn / t) / K["gap 0.2eV"][20]
snh = 8 * alpha**2 * Tc / (t * t * np.sinh(np.pi * Tc * 20 / t)) / K["metal T=0.025eV"][20]
assert abs(bes - 1) < 5e-3 and abs(snh - 1) < 5e-3  # neglected terms ~ m kappa^3
for c in list(cases)[1:]:
    for M in (2, 4, 8, 16):
        lo = np.sqrt(2) * abs(K[c][M + 1])
        assert lo <= floor[c][M] <= lo / np.sqrt(1 - np.exp(-4 * kap0[c]))

# 7. Monte Carlo locality test and Gaussian-process fit, M = 2
M, mc = 2, {}
for c, N in (("gap 4eV", 42), ("metal T=0.1eV", 102)):
    D_, T_ = cases[c]; dist = np.minimum(np.arange(N), N - np.arange(N))
    out = dist > M; Kout = K[c][dist] * out
    F0 = lambda U: np.array([forces(u, D_, T_)[0] for u in U])
    z = rng.normal(size=(600, N)) * out; lin = z @ Kout
    s1 = 0.005 * ANG
    f1, f2, f3 = F0(s1 * z), F0(2 * s1 * z[:100]), F0(sigma * z[:400])
    assert abs(f1.std() / (s1 * floor[c][M]) - 1) < 4 / np.sqrt(1200)  # 4 standard errors
    rms = lambda x: np.sqrt(np.mean(x**2))
    assert rms(f1 - s1 * lin) < 0.1 * rms(s1 * lin)
    order = rms(f2 - 2 * s1 * lin[:100]) / rms(f1[:100] - s1 * lin[:100])
    assert 3.6 < order < 4.4  # remainder is second order in sigma
    # GP sees only positions relative to atom 0; all atoms are displaced
    s2 = 0.01 * ANG; z = rng.normal(size=(1500, N)); y = F0(s2 * z)
    X = z[:, [1, 2, N - 1, N - 2]] - z[:, [0]]
    kern = y.var() * (1 + X @ X[:700].T)**2
    wgt = np.linalg.solve(kern[:700] + (s2 * inv_floor(c, M))**2 * np.eye(700), y[:700])
    err = rms(kern[700:] @ wgt - y[700:])
    hidden = s2 * (z[700:] @ Kout - S(c, M) * z[700:][:, ~out].mean(axis=1))
    assert 0.98 < err / rms(hidden) < 1.05  # excess from 15 features, 700 points
    assert abs(rms(hidden) / (s2 * inv_floor(c, M)) - 1) < 4 / np.sqrt(1600)
    mc[c] = (f1.std() / MEVA, s1 * floor[c][M] / MEVA, order,
             f3.std() / (sigma * lin[:400].std()), err / MEVA, rms(hidden) / MEVA,
             s2 * inv_floor(c, M) / MEVA, s2 * floor[c][M] / MEVA)

# ---------- worked example ----------
KU = EV / ANG**2
print(f"a = {a:.4f} bohr = 2.8 A; t = {t:.5f} Ha = 2 eV; sigma = {sigma:.5f} bohr = 0.05 A")
print(f"q = {q:.5f} 1/bohr = {q*ANG:.5f} 1/A; alpha = {alpha:.6f} Ha/bohr = {alpha*ANG/EV:.5f} eV/A")
print(f"1 Ha/bohr = {1e-3/MEVA:.4f} eV/A; 2 q sigma = {2*q*sigma:.4f}; v_F = {2*t*a:.4f} a.u.")
print(f"8 alpha^2/(pi t) = {pref:.4e} Ha/bohr^2 = {pref/KU:.4f} eV/A^2")
print(f"T=0 metal K_3: ring extrapolated {Kx[1]/KU:.5f}, closed form {Kc[1]/KU:.5f} eV/A^2")
for c, (D_, T_) in cases.items():
    xi = a / (2 * kap0[c]) if kap0[c] > 0 else np.inf
    print(f"{c}: Delta={D_:.6f} Ha, T={T_:.6f} Ha, kappa0={kap0[c]:.5f}, xi={xi:.2f} bohr={xi/ANG:.2f} A")
    print(f"{c}: K_3={K[c][3]:.4e} Ha/bohr^2={K[c][3]/KU:.5f} eV/A^2, S(M=2)={S(c,2)/KU:.5f} eV/A^2")
Ms = (2, 4, 8, 16)
print("M = 2 4 8 16; R (A) =", *[f"{M*2.8:.1f}" for M in Ms], "; site cutoff R/2 (A) =", *[f"{M*1.4:.1f}" for M in Ms])
for c in cases:
    print(f"floor {c} (meV/A):", *[f"{sigma*floor[c][M]/MEVA:.4g}" for M in Ms])
for c in cases:
    print(f"floor {c} (Ha/bohr):", *[f"{sigma*floor[c][M]:.3e}" for M in Ms])
for c in cases:
    print(f"invariant floor {c} (meV/A):", *[f"{sigma*inv_floor(c,M)/MEVA:.4g}" for M in Ms])
print("asymptotic floor metal T=0 (meV/A):", *[f"{sigma*pref*np.sqrt(2/(M+.5))/MEVA:.4g}" for M in Ms])
up = [sigma * np.sqrt(2) * abs(K["gap 4eV"][M + 1]) / np.sqrt(1 - np.exp(-4 * k0)) / MEVA for M in Ms]
print("upper bound gap 4eV (meV/A):", *[f"{x:.4g}" for x in up])
print(f"gap 4eV: c = {cc:.4f}; |K_3| Laplace {lap(3)/KU:.5f}, with 1+c/m {lap(3)*(1+cc/3)/KU:.5f} eV/A^2")
print(f"m=20 approx/exact: Bessel form (gap 0.2eV) {bes:.5f}, sinh form (T=0.025eV) {snh:.5f}")
for c in cases:
    Mt = 1 + int(np.argmax(sigma * floor[c][1:] < 10 * MEVA))
    print(f"floor < 10 meV/A, {c}: M = {Mt}, R = {Mt*2.8:.1f} A, site cutoff = {Mt*1.4:.1f} A")
for c, r in mc.items():
    print(f"MC {c}, M=2, sigma=0.005A, 600 samples: std {r[0]:.3f}, formula {r[1]:.3f} meV/A")
    print(f"MC {c}: remainder ratio on doubling sigma {r[2]:.3f}; nonlinear/linear std at 0.05A {r[3]:.3f}")
    print(f"GP {c}, sigma=0.01A: test RMSE {r[4]:.3f}, hidden part on sample {r[5]:.3f} meV/A")
    print(f"GP {c}: invariant floor {r[6]:.3f}, fixed-cluster floor {r[7]:.3f} meV/A")
print("ALL CHECKS PASSED")
```

Running it gives:

```
a = 5.2912 bohr = 2.8 A; t = 0.07350 Ha = 2 eV; sigma = 0.09449 bohr = 0.05 A
q = 0.37798 1/bohr = 0.71429 1/A; alpha = 0.027781 Ha/bohr = 1.42857 eV/A
1 Ha/bohr = 51.4221 eV/A; 2 q sigma = 0.0714; v_F = 0.7778 a.u.
8 alpha^2/(pi t) = 2.6740e-02 Ha/bohr^2 = 2.5984 eV/A^2
T=0 metal K_3: ring extrapolated -0.89089, closed form -0.89090 eV/A^2
metal T=0: Delta=0.000000 Ha, T=0.000000 Ha, kappa0=0.00000, xi=inf bohr=inf A
metal T=0: K_3=-9.1681e-03 Ha/bohr^2=-0.89090 eV/A^2, S(M=2)=-1.03938 eV/A^2
metal T=0.025eV: Delta=0.000000 Ha, T=0.000919 Ha, kappa0=0.01963, xi=134.75 bohr=71.31 A
metal T=0.025eV: K_3=-9.1475e-03 Ha/bohr^2=-0.88890 eV/A^2, S(M=2)=-1.03771 eV/A^2
metal T=0.1eV: Delta=0.000000 Ha, T=0.003675 Ha, kappa0=0.07846, xi=33.72 bohr=17.84 A
metal T=0.1eV: K_3=-8.8464e-03 Ha/bohr^2=-0.85963 eV/A^2, S(M=2)=-1.01307 eV/A^2
gap 0.2eV: Delta=0.003675 Ha, T=0.000000 Ha, kappa0=0.02500, xi=105.84 bohr=56.01 A
gap 0.2eV: K_3=-8.9156e-03 Ha/bohr^2=-0.86636 eV/A^2, S(M=2)=-1.01734 eV/A^2
gap 4eV: Delta=0.073499 Ha, T=0.000000 Ha, kappa0=0.48121, xi=5.50 bohr=2.91 A
gap 4eV: K_3=-1.3538e-03 Ha/bohr^2=-0.13155 eV/A^2, S(M=2)=-0.20052 eV/A^2
M = 2 4 8 16; R (A) = 5.6 11.2 22.4 44.8 ; site cutoff R/2 (A) = 2.8 5.6 11.2 22.4
floor metal T=0 (meV/A): 117 86.79 63.06 45.24
floor metal T=0.025eV (meV/A): 111.3 79.27 52.88 31.61
floor metal T=0.1eV (meV/A): 95.08 58.56 28.12 7.744
floor gap 0.2eV (meV/A): 101.4 67.35 39.49 18.66
floor gap 4eV (meV/A): 9.812 1.043 0.01593 5.136e-06
floor metal T=0 (Ha/bohr): 2.274e-03 1.688e-03 1.226e-03 8.798e-04
floor metal T=0.025eV (Ha/bohr): 2.165e-03 1.542e-03 1.028e-03 6.148e-04
floor metal T=0.1eV (Ha/bohr): 1.849e-03 1.139e-03 5.468e-04 1.506e-04
floor gap 0.2eV (Ha/bohr): 1.972e-03 1.310e-03 7.679e-04 3.630e-04
floor gap 4eV (Ha/bohr): 1.908e-04 2.029e-05 3.097e-07 9.988e-11
invariant floor metal T=0 (meV/A): 119.2 87.32 63.17 45.26
invariant floor metal T=0.025eV (meV/A): 113.7 79.85 53.01 31.64
invariant floor metal T=0.1eV (meV/A): 97.74 59.23 28.26 7.762
invariant floor gap 0.2eV (meV/A): 103.9 67.96 39.62 18.69
invariant floor gap 4eV (meV/A): 10.79 1.099 0.01636 5.207e-06
asymptotic floor metal T=0 (meV/A): 116.2 86.61 63.02 45.23
upper bound gap 4eV (meV/A): 10.07 1.06 0.01607 5.161e-06
gap 4eV: c = 0.5031; |K_3| Laplace 0.11079, with 1+c/m 0.12937 eV/A^2
m=20 approx/exact: Bessel form (gap 0.2eV) 0.99888, sinh form (T=0.025eV) 0.99931
floor < 10 meV/A, metal T=0: M = 338, R = 946.4 A, site cutoff = 473.2 A
floor < 10 meV/A, metal T=0.025eV: M = 42, R = 117.6 A, site cutoff = 58.8 A
floor < 10 meV/A, metal T=0.1eV: M = 15, R = 42.0 A, site cutoff = 21.0 A
floor < 10 meV/A, gap 0.2eV: M = 25, R = 70.0 A, site cutoff = 35.0 A
floor < 10 meV/A, gap 4eV: M = 2, R = 5.6 A, site cutoff = 2.8 A
MC gap 4eV, M=2, sigma=0.005A, 600 samples: std 1.021, formula 0.981 meV/A
MC gap 4eV: remainder ratio on doubling sigma 3.998; nonlinear/linear std at 0.05A 1.002
GP gap 4eV, sigma=0.01A: test RMSE 2.144, hidden part on sample 2.123 meV/A
GP gap 4eV: invariant floor 2.158, fixed-cluster floor 1.962 meV/A
MC metal T=0.1eV, M=2, sigma=0.005A, 600 samples: std 9.097, formula 9.508 meV/A
MC metal T=0.1eV: remainder ratio on doubling sigma 3.744; nonlinear/linear std at 0.05A 0.974
GP metal T=0.1eV, sigma=0.01A: test RMSE 20.836, hidden part on sample 20.450 meV/A
GP metal T=0.1eV: invariant floor 19.549, fixed-cluster floor 19.017 meV/A
ALL CHECKS PASSED
```
